\section*{Inflation of the Best Noisy Prediction and Its Correction by Shrinkage}

\section{A winner that disappoints}

In a simulated screening of 1000 candidates, the highest predicted adsorption strength was 71.92 millihartree (mEh). The true value of that candidate was 53.68 mEh. The prediction errors had mean zero and standard deviation 8 mEh, yet the winner was too high by 18.24 mEh, more than twice that deviation. Nor was this bad luck: over 20000 repetitions of the screening, the winner was too high by 20.7 mEh on average.

Each prediction is unbiased before the selection. The selection favours candidates whose errors happen to be large and positive. These notes derive the size of the effect, and then an estimate of the winner's true value that removes it.

\section{The model}

Candidate $i$, with $i=1,\dots,n$, has true value $t_i$ and prediction
\begin{equation}
y_i=t_i+e_i .
\end{equation}
The errors $e_i$ are independent of each other and of the true values, and each is normal with mean zero and variance $\sigma^2$. Larger is better; if the smallest value is wanted, reverse all signs. The winner $w$ has the largest prediction, and its inflation is
\begin{equation}
I=E[y_w-t_w]=E[e_w].
\end{equation}
Let $\varphi$ be the standard normal density, $\Phi$ its cumulative distribution and $Q=1-\Phi$ its upper tail. Let $M$ be the largest of $n$ independent standard normal numbers, and $m_n=E[M]$.

\section{Bounds for any fixed true values}

The winner's error cannot exceed the largest error present, so $e_w\le\max_i e_i$. Averaging gives $I\le\sigma m_n$. If all true values are equal, the largest prediction carries the largest error, and $I=\sigma m_n$.

For the lower bound, let $g_i(e)$ be the probability that $i$ wins when its own error is $e$. Then
\begin{equation}
I=\sum_i E[e_i\,g_i(e_i)]=\sum_i E\big[e_i\{g_i(e_i)-g_i(0)\}\big]\ge 0 .
\label{eq:sum}
\end{equation}
Subtracting the constant $g_i(0)$ changes nothing because $E[e_i]=0$. Since $g_i$ does not decrease with $e$, the two factors in the last average never have opposite signs. Hence
\begin{equation}
0\le I\le\sigma m_n .
\end{equation}

\section{How large is $m_n$?}

\subsection{Upper bound}
For $\lambda>0$, Jensen's inequality for the convex exponential gives
\begin{equation}
e^{\lambda m_n}\le E[e^{\lambda M}]\le\sum_{i=1}^n E[e^{\lambda z_i}]=n\,e^{\lambda^2/2},
\end{equation}
where the $z_i$ are the $n$ normal numbers. The second inequality holds because $e^{\lambda M}$ is one of the positive terms in the sum. Taking logarithms and dividing by $\lambda$,
\begin{equation}
m_n\le\frac{\ln n}{\lambda}+\frac{\lambda}{2}.
\end{equation}
The right side is smallest where $-\ln n/\lambda^2+1/2=0$, that is, at $\lambda=\sqrt{2\ln n}$. Both terms then equal $\sqrt{2\ln n}/2$, so $m_n\le\sqrt{2\ln n}$.

\subsection{The bound gives the leading law}
We need a lower bound on the tail. Using $\varphi'=-x\varphi$,
\begin{equation}
\frac{d}{dx}\left[Q-\frac{x\varphi}{1+x^2}\right]
=-\varphi-\varphi\left[\frac{1-x^2}{(1+x^2)^2}-\frac{x^2}{1+x^2}\right]
=-\frac{2\varphi}{(1+x^2)^2}<0 .
\end{equation}
The bracket on the left falls to zero as $x\to\infty$, so it is positive and $Q(x)>x\varphi(x)/(1+x^2)$.

Take $x=\sqrt{2(1-\epsilon)\ln n}$ with $0<\epsilon<1$. Then $\varphi(x)=n^{-(1-\epsilon)}/\sqrt{2\pi}$, and
\begin{equation}
nQ(x)>\frac{n^{\epsilon}}{\sqrt{2\pi}}\frac{x}{1+x^2}\to\infty,
\qquad
P(M\le x)=[1-Q(x)]^n\le e^{-nQ(x)}\to0 .
\end{equation}
The probability that the maximum exceeds $x$ therefore tends to one. Negative values of $M$ cannot spoil the mean. When $M<0$ we have $|M|\le|z_1|$, so by the Cauchy--Schwarz inequality their contribution is at most $\sqrt{E[z_1^2]\,P(M<0)}=2^{-n/2}$ in size. Thus
\begin{equation}
m_n\ge x\,P(M>x)-2^{-n/2}.
\end{equation}
Dividing by $\sqrt{2\ln n}$, the limit is at least $\sqrt{1-\epsilon}$ for every such $\epsilon$. With the upper bound, $m_n/\sqrt{2\ln n}\to1$.

The estimate $I\approx\sigma\sqrt{2\ln n}$ is therefore the large-$n$ law for equal true values. For other fixed true values it is an upper bound.

\subsection{A better number at practical $n$}
The limit is approached slowly. For $n=1000$, $m_n=3.241$ while $\sqrt{2\ln n}=3.717$, which is 15\% above $m_n$. Even at $n=10^6$ the ratio $m_n/\sqrt{2\ln n}$ is only 0.925.

To improve on this, define $b$ by $nQ(b)=1$. For large $x$, $Q(x)\approx\varphi(x)/x$, so
\begin{equation}
nQ(b+u/b)\approx\frac{\varphi(b+u/b)}{\varphi(b)}=e^{-u-u^2/(2b^2)}\approx e^{-u}.
\end{equation}
Consequently $P(M\le b+u/b)\approx\exp(-e^{-u})$. The mean of $u$ under this distribution follows with $v=e^{-u}$:
\begin{equation}
\int_{-\infty}^{\infty}u\,e^{-u}\exp(-e^{-u})\,du=-\int_0^\infty e^{-v}\ln v\,dv=\gamma,
\end{equation}
Euler's constant, $0.577$. So $m_n\approx b+\gamma/b$ at this order. For $n=1000$ this gives 3.277, about 1\% above the quadrature value. The slow limit is also explained: $n\varphi(b)/b\approx1$ means $b^2\approx2\ln n-2\ln(b\sqrt{2\pi})$, and the subtracted logarithm grows without limit, though more slowly than $\ln n$.

\section{Real differences suppress the inflation}

Take two candidates with fixed true values and $\Delta=t_1-t_2$. Candidate 1 wins if $e_2<e_1+\Delta$, so $g_1(e)=\Phi((e+\Delta)/\sigma)$. Let $\varphi_\sigma$ be the density of one error. Since $e\,\varphi_\sigma(e)=-\sigma^2\varphi_\sigma'(e)$, integration by parts gives
\begin{equation}
E[e_1g_1(e_1)]=\sigma^2\int\varphi_\sigma(e)\,g_1'(e)\,de
=\sigma^2\int\varphi_\sigma(e)\,\varphi_\sigma(e+\Delta)\,de .
\end{equation}
The last integral is the density, at $\Delta$, of the difference of two errors. That difference is normal with variance $2\sigma^2$, so the integral is $e^{-\Delta^2/4\sigma^2}/(2\sigma\sqrt\pi)$. Candidate 2 has $-\Delta$ in place of $\Delta$ and contributes the same amount. With $d=|\Delta|$,
\begin{equation}
I=\frac{\sigma}{\sqrt\pi}\,e^{-d^2/4\sigma^2}.
\end{equation}
For $\sigma=8$ mEh the inflation is 4.51 mEh at $d=0$, 3.52 mEh at $d=\sigma$ and 0.48 mEh at $d=3\sigma$. A clear leader wins for nearly every error it is likely to have, so winning says little about that error. The same happens with more candidates: for twenty, $I$ is 14.9 mEh if the true values are equal and 9.8 mEh if they are spread evenly over 40 mEh.

\section{The shrinkage estimate}

To correct a particular winner we need to know which true values are plausible. Let the $t_i$ be independent draws from a normal population with mean $\mu$ and variance $\tau^2$. The predictions are then normal with mean $\mu$ and variance
\begin{equation}
s^2=\sigma^2+\tau^2 .
\end{equation}
By Bayes' rule, the density of $t$ given $y$ is proportional to the exponential of
\begin{equation}
-\frac{(t-\mu)^2}{2\tau^2}-\frac{(y-t)^2}{2\sigma^2}
=-\frac{t^2}{2}\left(\frac1{\tau^2}+\frac1{\sigma^2}\right)
+t\left(\frac{\mu}{\tau^2}+\frac{y}{\sigma^2}\right)+\text{const}.
\end{equation}
A normal density with mean $a$ and variance $v$ has the exponent $-t^2/2v+ta/v+\text{const}$. Comparing coefficients,
\begin{align}
v&=\frac{\sigma^2\tau^2}{s^2},\\
a&=v\left(\frac{\mu}{\tau^2}+\frac{y}{\sigma^2}\right)
=\frac{\sigma^2\mu+\tau^2y}{s^2}=\mu+\frac{\tau^2}{s^2}(y-\mu).
\end{align}

This also holds for the winner. Once all predictions are given, the identity of the winner is fixed, so learning that it won adds no information. With $\mu$ and $\tau$ known, the other predictions say nothing about $t_w$ either. Therefore
\begin{equation}
E[t_w\,|\,y_1,\dots,y_n]=\mu+\frac{\tau^2}{s^2}(y_w-\mu),
\label{eq:shrink}
\end{equation}
with standard deviation $\sigma\tau/s$. The distance from the population mean is multiplied by the fraction of the observed variance that is real. Precise predictions ($\sigma\ll\tau$) are left nearly alone; if noise dominates ($\sigma\gg\tau$), the estimate returns to $\mu$.

\section{Inflation in a population}

Subtracting (\ref{eq:shrink}) from $y_w$ gives the expected error of the winner for given predictions,
\begin{equation}
E[e_w\,|\,y_1,\dots,y_n]=\frac{\sigma^2}{s^2}(y_w-\mu).
\end{equation}
The winning prediction is the largest of $n$ normal numbers with standard deviation $s$, so $E[y_w]=\mu+s\,m_n$. Averaging,
\begin{equation}
I=\frac{\sigma^2}{s}\,m_n\sim\frac{\sigma^2}{\sqrt{\sigma^2+\tau^2}}\sqrt{2\ln n}.
\label{eq:pop}
\end{equation}
As $\tau\to0$ this returns to $\sigma m_n$. For $\tau\gg\sigma$ it becomes $(\sigma^2/\tau)m_n$, smaller than $\sigma m_n$ by the factor $\sigma/\tau$.

The screening has $n=1000$, $\mu=40$, $\tau=6$ and $\sigma=8$ mEh. These are chosen model parameters, not those of a material. Then $s=\sqrt{36+64}=10$ mEh, and
\begin{equation}
I=\frac{64}{10}\times3.241\ \text{mEh}=20.7\ \text{mEh}\quad(0.565\ \text{eV}).
\end{equation}
The estimate $\sigma\sqrt{2\ln n}=29.7$ mEh is 43\% above this. Part of the excess comes from the slow limit, which raises $\sigma m_n=25.9$ mEh to 29.7 mEh; the rest comes from ignoring the real spread, which lowers 25.9 by the factor $\sigma/s=0.8$.

Selection is still useful. The winner's true value averages $\mu+(\tau^2/s)m_n=51.7$ mEh (1.406 eV), well above the 40 mEh of a random pick. The best candidate present averages $\mu+\tau m_n=59.4$ mEh. The noise thus costs 7.8 mEh in the quality of the choice, and separately adds 20.7 mEh to the value reported for it. Shrinkage cures the second fault. With one $\sigma$ for all candidates it cannot cure the first, because (\ref{eq:shrink}) then leaves the ranking unchanged. If the candidates have different known $\sigma_i$, each is shrunk by its own factor $\tau^2/(\tau^2+\sigma_i^2)$; the ranking changes and the choice improves on average.

In the repeated screenings the root-mean-square error of the winner's value fell from 21.4 mEh for the raw prediction to 4.8 mEh for (\ref{eq:shrink}), in agreement with $\sigma\tau/s=6\times8/10=4.8$ mEh.

\section{When the population is unknown}

If $\mu$ and $\tau$ are not known beforehand, the predictions themselves can supply what is needed. Define
\begin{equation}
\bar y=\frac1n\sum_i y_i,\qquad S=\sum_i(y_i-\bar y)^2,
\end{equation}
and try the estimate
\begin{equation}
\hat t_w=y_w-c\,\frac{\sigma^2}{S}(y_w-\bar y).
\label{eq:hat}
\end{equation}
We choose $c$ so that the average correction equals the inflation (\ref{eq:pop}).

The deviations $y_i-\bar y$ form an isotropic normal vector in $n-1$ dimensions. Its length $\sqrt S$ is independent of its direction. The ratio $U=(y_w-\bar y)/\sqrt S$ is the largest component of the unit vector, so it depends on direction alone and is independent of $S$. Hence
\begin{align}
s\,m_n&=E[y_w-\bar y]=E[U]\,E[S^{1/2}],\\
E\left[\frac{y_w-\bar y}{S}\right]&=E[U]\,E[S^{-1/2}]
=s\,m_n\frac{E[S^{-1/2}]}{E[S^{1/2}]}.
\end{align}
Now $X=S/s^2$ is chi-squared with $k=n-1$ degrees of freedom, for which $E[X^p]=2^p\,\Gamma(k/2+p)/\Gamma(k/2)$. Using $\Gamma(z+1)=z\Gamma(z)$ with $z=(k-1)/2$,
\begin{equation}
\frac{E[S^{-1/2}]}{E[S^{1/2}]}
=\frac1{2s^2}\frac{\Gamma(\frac{k-1}2)}{\Gamma(\frac{k+1}2)}
=\frac1{(k-1)s^2}=\frac1{(n-2)s^2}.
\end{equation}
The average correction is thus $c\,\sigma^2m_n/[(n-2)s]$. It equals $I$ if $c=n-2$, for any $n\ge3$. This concerns the average only. The mean square of the correction involves $E[S^{-1}]=1/[(n-3)s^2]$, which is infinite for $n=3$, and for very small $n$ the scatter of (\ref{eq:hat}) can match or exceed the error of the raw prediction.

A small screening shows that this factor matters. For $n=6$ the simulated mean error was $-0.003\pm0.013$ mEh with $c=4$, but $+2.02$ mEh with $c=3$ and $-2.03$ mEh with $c=5$. The symmetry is expected, since the mean error is $I[1-c/(n-2)]$.

For the screening described at the start, $\bar y=39.51$ mEh and $S=100698$ mEh$^2$. The fraction removed is $998\times64/100698=0.634$, and
\begin{equation}
\hat t_w=71.92-0.6343\times(71.92-39.51)=51.36\ \text{mEh}.
\end{equation}
The true value, 53.68 mEh, lies 2.3 mEh higher, about half the posterior standard deviation. The winner was in truth the sixth best of the 1000.

Two conditions come with (\ref{eq:hat}). First, $\sigma$ must be known, since the spread of the predictions reveals only the sum $\sigma^2+\tau^2$. It can be measured as the root-mean-square error of reference calculations on candidates drawn at random. The root-mean-square error of top-ranked candidates will not do, because their errors are shifted by the selection. For a normal population that shift is known, $E[e|y]=(\sigma^2/s^2)(y-\mu)$, so the mean error of top-ranked candidates does give $\sigma^2/s^2$, but only as far as the normal model holds. Secondly, the fraction removed exceeds one if $S<(n-2)\sigma^2$, which puts the estimate below $\bar y$. This can happen in a small set, and also in a large one if $\tau$ is much smaller than $\sigma$. Replacing it by $\bar y$ in such cases is sensible, but it raises the average, and the mean error is then no longer zero.

\section{Where linear shrinkage fails}

\subsection{Rare hits}
For a general population density $\pi(t)$, the predictions have density $p(y)=\int\pi(t)\varphi_\sigma(y-t)\,dt$. Differentiating under the integral,
\begin{equation}
p'(y)=\int\pi(t)\,\frac{t-y}{\sigma^2}\,\varphi_\sigma(y-t)\,dt
=\frac{E[t|y]-y}{\sigma^2}\,p(y),
\end{equation}
and therefore
\begin{equation}
E[t|y]=y+\sigma^2\,\frac{d\ln p}{dy}.
\end{equation}
For normal $p$ the slope is $-(y-\mu)/s^2$, which gives back (\ref{eq:shrink}). Conversely, if $E[t|y]$ is linear in $y$, then $\ln p$ is quadratic and $p$ is normal.

Suppose 1\% of the candidates belong to a separate class centred at 80 mEh, again with spread 6 mEh, and a prediction of 75 mEh appears. The relative weights of the two classes are
\begin{equation}
\text{hit: }0.01\,e^{-5^2/200}=0.0088,\qquad
\text{ordinary: }0.99\,e^{-35^2/200}=0.0022 .
\end{equation}
The candidate is a hit with probability 0.80. Within the classes the shrunken values are $80-0.36\times5=78.2$ and $40+0.36\times35=52.6$ mEh, and their weighted mean is 73.2 mEh. Linear shrinkage with the mean and variance of the whole population gives 55.9 mEh. This is 17.3 mEh below the correct posterior mean, whereas the uncorrected prediction is only 1.8 mEh above it. A genuine discovery could be discarded. The distribution of predictions should be inspected for a separate group or a heavy tail before (\ref{eq:hat}) is used. Such a feature does not show its own cause. If there are no hits but 1\% of the errors carry an extra $+40$ mEh, $p(y)$ is the same, the value within the rare class is $40-0.36\times5=38.2$ mEh, and the weighted mean at 75 mEh is about 41 mEh. All results here assume normal errors; with heavy-tailed errors the inflation can exceed $\sigma\sqrt{2\ln n}$, and (\ref{eq:hat}) removes too little. Reference calculations on members of the group decide between the two cases.

\subsection{Predictions that are already shrunken}
Some surrogates return the posterior mean, $y_i=E[t_i|\text{data}]$. If their statistical model is right, $E[t_w-y_w|\text{data}]=0$ for the winner too, because the data fix which candidate wins. There is no inflation, and a second shrinkage would introduce a bias. The assumption that fails is the independence of $e_i$ and $t_i$.

\subsection{Common errors}
If every prediction is shifted by the same amount $\delta$, then $y_w$ and $\bar y$ both move by $\delta$ while $S$ is unchanged. The estimate (\ref{eq:hat}) moves by the full $\delta$. For a normal population, shrinkage towards the mean prediction removes the average error due to selection; a systematic error of the surrogate has to be found by comparison with a better level of theory.

\section*{Computed results}
\begin{verbatim}
n, m_n, sqrt(2 ln n), ratio, b + gamma/b (dimensionless):
  1e+01  1.5388  2.1460  0.7170  1.7320
  1e+02  2.5076  3.0349  0.8263  2.5745
  1e+03  3.2414  3.7169  0.8721  3.2770
  1e+06  4.8629  5.2565  0.9251  4.8749
  1e+100  21.3004  21.4597  0.9926  21.3006
Two candidates, gap d (mEh) and inflation (mEh):
  0.0  4.5135
  8.0  3.5151
  24.0  0.4757
20 candidates, equal true values: inflation 14.940 mEh
20 candidates, evenly spread over 40 mEh: 9.829 mEh
Model: n = 1000, mu = 40.0, tau = 6.0, sigma = 8.0 mEh
Spread of predictions s = 10.00 mEh; tau^2/s^2 = 0.360
sigma*sqrt(2 ln n) = 29.74 mEh
sigma*m_n (equal true values) = 25.93 mEh
Expected inflation sigma^2*m_n/s = 20.75 mEh = 0.565 eV
Expected winning prediction = 72.41 mEh
Expected true value of winner = 51.67 mEh = 1.406 eV
Expected best true value present = 59.45 mEh
Posterior for y = 72.0 mEh: mean 51.52, std. dev. 4.80 mEh
20000 simulated screenings, mean error +- standard error (mEh):
  raw prediction 20.718 +- 0.037
  shrunken, mu and tau known -0.015 +- 0.034
  shrunken, mu and tau from data -0.013 +- 0.034
  rms errors, same order: 21.38, 4.78, 4.88 mEh
  slope of t_w on y_w among winners 0.356 +- 0.010
n = 6, factor in estimate and mean error (mEh):
  3  2.024 +- 0.012
  4  -0.003 +- 0.013
  5  -2.030 +- 0.014
One simulated screening:
  mean prediction 39.51 mEh, S = 100698 mEh^2
  removed fraction (n-2)*sigma^2/S = 0.6343
  winning prediction 71.92 mEh
  shrunken, mu and tau known 51.49 mEh
  shrunken, mu and tau from data 51.36 mEh
  true value of winner 53.68 mEh, true rank 6 of 1000
  best true value present 55.43 mEh
Rare hits: share 0.01, centre 80.0 mEh, prediction 75.0 mEh
  posterior mean by quadrature 73.16 mEh
  y + sigma^2 d ln p/dy = 73.16 mEh
  linear shrinkage, same mean and variance 55.88 mEh
\end{verbatim}
